# Does the relativistic 2s radial density vanish at a node?: test program

```python
"""Result under test: the radial Dirac density D = P^2 + Q^2 has no zero at
finite r > 0. Nodes of the Schroedinger function become minima whose height,
relative to the highest maximum, is C (Z alpha)^2 for small Z alpha.

Atomic units; c = 1/alpha; energy E excludes the rest energy; x = Z r.
P, Q: large and small radial components; kappa: Dirac angular number.
    P' = -kappa P/r + (2c + (E-V)/c) Q
    Q' =  kappa Q/r - ((E-V)/c) P
"""
import math
import numpy as np
from scipy.constants import fine_structure
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import eval_genlaguerre

c = 1.0 / fine_structure


def integrate(r_start, r_end, start, energy, kappa, potential, dense=False):
    """Integrate the radial equations in the variable s = ln r."""
    def slope(s, y):
        r = math.exp(s)
        w = (energy - potential(r)) / c
        return [-kappa * y[0] + r * (2 * c + w) * y[1],
                kappa * y[1] - r * w * y[0]]
    result = solve_ivp(slope, (math.log(r_start), math.log(r_end)), start,
                       method="DOP853", rtol=1e-11, atol=1e-13,
                       dense_output=dense)
    assert result.success
    return result


def sign_change_roots(function, grid):
    values = function(grid)
    places = np.where(values[:-1] * values[1:] < 0)[0]
    return [brentq(function, grid[i], grid[i + 1], xtol=1e-13)
            for i in places]


def extrema(function, grid, sign):
    """Minima for sign = +1, maxima for sign = -1."""
    v = sign * function(grid)
    places = np.where((v[1:-1] < v[:-2]) & (v[1:-1] < v[2:]))[0] + 1
    return [minimize_scalar(lambda x: sign * function(x),
                            bounds=(grid[i - 1], grid[i + 1]),
                            method="bounded", options={"xatol": 1e-11}).x
            for i in places]


def dirac_state(Z, n, kappa):
    """Bound state by outward and inward integration and matching."""
    zeta = Z / c
    gamma = math.sqrt(kappa**2 - zeta**2)
    ratio = -zeta / (gamma - kappa) if kappa < 0 else (gamma + kappa) / zeta
    r_match = 1.7 * n**2 / Z

    def coulomb(r):
        return -Z / r

    def outward(energy, dense=False):
        return integrate(1e-7 / Z, r_match, [1.0, ratio], energy, kappa,
                         coulomb, dense)

    def mismatch(energy):
        tail = -math.sqrt(-energy / (energy + 2 * c**2))
        a = outward(energy).y[:, -1]
        b = integrate(30 * n / Z, r_match, [1.0, tail], energy, kappa,
                      coulomb).y[:, -1]
        a, b = a / np.linalg.norm(a), b / np.linalg.norm(b)
        return a[0] * b[1] - a[1] * b[0]

    scale = Z**2 / (2 * n**2)
    energy = brentq(mismatch, -1.3 * scale, -0.9 * scale, xtol=1e-12)
    solution = outward(energy, True).sol

    def large(x):
        return solution(np.log(x / Z))[0]

    def small(x):
        return solution(np.log(x / Z))[1]

    def density(x):
        p, q = solution(np.log(x / Z))
        return p**2 + q**2

    grid = np.linspace(0.02, 0.999 * r_match * Z, 6000)
    minima = extrema(density, grid, 1)
    maxima = extrema(density, grid, -1)
    peak = max(density(x) for x in maxima)
    widths = []
    for x0 in minima:
        reach = Z / c

        def doubled(x):
            return density(x) - 2 * density(x0)
        left = brentq(doubled, x0 - reach, x0)
        right = brentq(doubled, x0, x0 + reach)
        widths.append((right - left) / (2 * Z))
    return {"E": energy, "P_nodes": sign_change_roots(large, grid),
            "Q_nodes": sign_change_roots(small, grid), "minima": minima,
            "maxima": maxima, "widths": widths,
            "floors": [density(x) / peak for x in minima],
            "inner_floor": density(minima[0]) / density(maxima[0]),
            "Q_share": small(minima[0])**2 / density(minima[0])}


def schrodinger_constants(n, l):
    """Leading constants C from the nonrelativistic radial function."""
    def radial(x):
        return (x**(l + 1) * np.exp(-x / n)
                * eval_genlaguerre(n - l - 1, 2 * l + 1, 2 * x / n))
    x = np.linspace(0.5, 2 * n**2, 400)
    h = 1e-3
    second = (radial(x + h) - 2 * radial(x) + radial(x - h)) / h**2
    expected = (l * (l + 1) / x**2 - 2 / x + 1 / n**2) * radial(x)
    assert np.max(np.abs(second - expected)) < 1e-5 * np.max(np.abs(radial(x)))
    grid = np.linspace(0.02, 2 * n**2, 100001)
    peak = np.max(radial(grid)**2)
    nodes = sign_change_roots(radial, grid)
    h = 1e-5
    return nodes, [((radial(a + h) - radial(a - h)) / (2 * h))**2 / (4 * peak)
                   for a in nodes]


# Derivative identity and its bound: screened potential, no eigenvalue needed.
def screened(r):
    return -(1 + 79 * math.exp(-5 * r)) / r


steepness = []
for kappa in (-1, 1, -2):
    sol = integrate(1e-3, 0.2, [1.0, 0.3], -20.0, kappa, screened, True).sol
    s = np.linspace(math.log(1.1e-3), math.log(0.199), 6000)
    r = np.exp(s)
    P, Q = sol(s)
    D = P**2 + Q**2
    h = 1e-4
    numeric = (np.sum(sol(s + h)**2, axis=0)
               - np.sum(sol(s - h)**2, axis=0)) / (2 * h * r)
    formula = -2 * kappa / r * (P**2 - Q**2) + 4 * c * P * Q
    limit = 2 * np.sqrt(kappa**2 / r**2 + c**2)
    assert np.all(np.abs(numeric - formula) < 1e-3 * limit * D)
    assert np.any(P[:-1] * P[1:] < 0)
    steepness.append(np.max(np.abs(numeric) / (limit * D)))
    assert 0.98 < steepness[-1] < 1.001

# The 2s state for several nuclear charges against its closed form.
root5 = math.sqrt(5)
C_outer = math.exp(1 + root5) / (16 * (9 + 4 * root5))
C_inner = math.exp(1 - root5) / (16 * (9 - 4 * root5))
states_2s = {}
for Z in (1, 10, 40, 80):
    state = dirac_state(Z, 2, -1)
    states_2s[Z] = state
    eps = math.sqrt((1 + math.sqrt(1 - (Z / c)**2)) / 2)
    assert abs(state["E"] / (c**2 * (eps - 1)) - 1) < 1e-7
    assert len(state["P_nodes"]) == len(state["Q_nodes"]) == 1
    assert len(state["minima"]) == 1 and len(state["maxima"]) == 2
    assert abs(state["P_nodes"][0] - 2 * eps**2 * (2 * eps - 1)) < 1e-6
    assert abs(state["Q_nodes"][0]
               - 2 * eps * (1 + eps) * (2 * eps - 1)) < 1e-6
zeta1, zeta10 = 1 / c, 10 / c
assert abs(states_2s[1]["floors"][0] / zeta1**2 / C_outer - 1) < 1e-3
assert abs(states_2s[1]["inner_floor"] / zeta1**2 / C_inner - 1) < 1e-3
contraction = (1 - states_2s[10]["minima"][0] / 2) / zeta10**2
node_contraction = (1 - states_2s[10]["P_nodes"][0] / 2) / zeta10**2
assert abs(contraction - 7 / 16) < 0.02
assert abs(node_contraction - 1 / 2) < 0.02

# Leading constants, dip widths and displacements for other states at Z = 10.
table = []
for name, n, kappa in (("2s", 2, -1), ("3s", 3, -1),
                       ("3p1/2", 3, 1), ("3p3/2", 3, -2)):
    l = kappa if kappa > 0 else -kappa - 1
    state = states_2s[10] if n == 2 else dirac_state(10, n, kappa)
    nodes, constants = schrodinger_constants(n, l)
    assert len(nodes) == len(state["P_nodes"]) == n - l - 1
    assert len(state["minima"]) == n - l - 1
    for i, constant in enumerate(constants):
        found = state["floors"][i] / zeta10**2
        shift = (state["minima"][i] - state["P_nodes"][i]) / 10
        predicted = -kappa / (4 * c**2 * state["P_nodes"][i] / 10)
        assert abs(found / constant - 1) < 0.05
        assert abs(shift / predicted - 1) < 0.03
        assert abs(state["widths"][i] * 2 * c - 1) < 0.02
        table.append((name, nodes[i], constant, found, shift))

print(f"speed of light c = {c:.4f} a.u.")
print(f"dip half-width 1/(2c) = {1 / (2 * c):.6f} bohr")
print(f"largest |D'|/(bound*D), screened potential = {max(steepness):.4f}")
print(f"2s constant C, outer maximum = {C_outer:.5f}")
print(f"2s constant C, inner maximum = {C_inner:.5f}")
print("2s: Z, (Z alpha)^2, height/outer max, height/(max (Z alpha)^2)")
for Z, state in states_2s.items():
    z2 = (Z / c)**2
    print(f"  {Z:2d}  {z2:.4e}  {state['floors'][0]:.4e}"
          f"  {state['floors'][0] / z2:.5f}")
print(f"Z=10 2s node contraction/(Z alpha)^2 = {node_contraction:.4f}")
print(f"Z=10 2s minimum contraction/(Z alpha)^2 = {contraction:.4f}")
print("Z=10: state, Schroedinger node x, C, Dirac C, min-node shift (bohr)")
for name, node, constant, found, shift in table:
    print(f"  {name:5s} {node:.4f}  {constant:.5f}  {found:.5f}  {shift:+.3e}")
heavy = states_2s[80]
eps80 = math.sqrt((1 + math.sqrt(1 - (80 / c)**2)) / 2)
print("Worked example: 2s, Z = 80, point nucleus")
print(f"  Z alpha = {80 / c:.5f}")
print(f"  gamma = {math.sqrt(1 - (80 / c)**2):.5f}")
print(f"  epsilon = {eps80:.6f}")
print(f"  energy by integration = {heavy['E']:.4f} hartree")
print(f"  energy by closed form = {c**2 * (eps80 - 1):.4f} hartree")
print(f"  Schroedinger node = {2 / 80:.6f} bohr")
print(f"  node of P = {heavy['P_nodes'][0] / 80:.6f} bohr")
print(f"  minimum of D = {heavy['minima'][0] / 80:.6f} bohr")
print(f"  node of Q = {heavy['Q_nodes'][0] / 80:.6f} bohr")
print(f"  inner maximum of D = {heavy['maxima'][0] / 80:.6f} bohr")
print(f"  outer maximum of D = {heavy['maxima'][1] / 80:.6f} bohr")
print(f"  minimum/outer maximum = {heavy['floors'][0]:.5f}")
print(f"  minimum/inner maximum = {heavy['inner_floor']:.5f}")
print(f"  leading law, outer maximum = {C_outer * (80 / c)**2:.5f}")
print(f"  leading law, inner maximum = {C_inner * (80 / c)**2:.5f}")
print(f"  share of Q^2 in D at minimum = {heavy['Q_share']:.5f}")
print(f"  dip half-width = {heavy['widths'][0]:.6f} bohr")
print("done: every assertion held")
```

Running it gives:

```
speed of light c = 137.0360 a.u.
dip half-width 1/(2c) = 0.003649 bohr
largest |D'|/(bound*D), screened potential = 1.0000
2s constant C, outer maximum = 0.08859
2s constant C, inner maximum = 0.32583
2s: Z, (Z alpha)^2, height/outer max, height/(max (Z alpha)^2)
   1  5.3251e-05  4.7174e-06  0.08859
  10  5.3251e-03  4.7249e-04  0.08873
  40  8.5202e-02  7.7493e-03  0.09095
  80  3.4081e-01  3.3847e-02  0.09931
Z=10 2s node contraction/(Z alpha)^2 = 0.5004
Z=10 2s minimum contraction/(Z alpha)^2 = 0.4379
Z=10: state, Schroedinger node x, C, Dirac C, min-node shift (bohr)
  2s    2.0000  0.08859  0.08873  +6.661e-05
  3s    1.9019  0.05501  0.05508  +7.003e-05
  3s    7.0981  0.02398  0.02403  +1.878e-05
  3p1/2 6.0000  0.02370  0.02374  -2.223e-05
  3p3/2 6.0000  0.02370  0.02370  +4.438e-05
Worked example: 2s, Z = 80, point nucleus
  Z alpha = 0.58379
  gamma = 0.81191
  epsilon = 0.951816
  energy by integration = -904.8478 hartree
  energy by closed form = -904.8478 hartree
  Schroedinger node = 0.025000 bohr
  node of P = 0.020466 bohr
  minimum of D = 0.021021 bohr
  node of Q = 0.041968 bohr
  inner maximum of D = 0.007306 bohr
  outer maximum of D = 0.056756 bohr
  minimum/outer maximum = 0.03385
  minimum/inner maximum = 0.09647
  leading law, outer maximum = 0.03019
  leading law, inner maximum = 0.11104
  share of Q^2 in D at minimum = 0.97235
  dip half-width = 0.003368 bohr
done: every assertion held
```
